\section*{Critical Angle and Porosity of a Low-k Film from X-Ray Reflection}

\section*{Problem}

A porous silica film is used as an interlayer dielectric. Its mean electron density is $\rho=0.40$ electrons per cubic angstrom. X rays of wavelength $\lambda=1.5406$ angstrom strike it from vacuum at a grazing angle $\theta$, measured from the surface.

\begin{enumerate}
\item Treat the electrons as free and find the refractive index of the film.
\item Find the critical angle $\theta_c$ below which a thick, non-absorbing film reflects totally. How does the reflectivity behave far above it?
\item Express $\rho$ through $\theta_c$. What error in $\rho$ follows from an error of $0.002$ degrees in the angle?
\item The pore walls have roughly the density of dense silica, $2.2$ g/cm$^3$. Find the porosity $P$, the fraction of the film volume taken up by empty pores.
\item Why may the mean density be used, although the film consists of walls and voids? Answer with a model of alternating layers.
\item The film is $500$ nm thick and lies on silicon, whose electron density is about $0.70$ per cubic angstrom. Can the critical angle of the film still be seen?
\end{enumerate}

\section*{Solution}

\subsection*{1. Refractive index}

Let the electric field at an electron be $E=E_0\cos\omega t$. The electron has charge $-e$ and mass $m$. If the photon energy is well above the binding energies, the binding forces can be neglected, and
\begin{equation}
m\ddot x=-eE_0\cos\omega t .
\end{equation}
The part of the motion that oscillates at frequency $\omega$ is
\begin{equation}
x=\frac{eE_0}{m\omega^2}\cos\omega t ,
\end{equation}
because differentiating the cosine twice multiplies it by $-\omega^2$. The displacement is in phase with the field, but the charge is negative, so the dipole moment $-ex$ opposes the field. With $\rho$ electrons per unit volume the polarization is
\begin{equation}
-\rho e x=-\frac{\rho e^2}{m\omega^2}E=\varepsilon_0\chi E,
\qquad
\chi=-\frac{\rho e^2}{\varepsilon_0m\omega^2}.
\end{equation}
The index is $n=\sqrt{1+\chi}\approx1+\chi/2$, since $|\chi|\ll1$. Writing $n=1-\delta$ and inserting $\omega=2\pi c/\lambda$ gives
\begin{equation}
\delta=\frac{\rho e^2}{2\varepsilon_0m\omega^2}
=\frac{\rho e^2\lambda^2}{8\pi^2\varepsilon_0mc^2}.
\end{equation}
The classical electron radius is $r_e=e^2/(4\pi\varepsilon_0mc^2)=2.8179\times10^{-5}$ angstrom. Replacing $e^2/(\varepsilon_0mc^2)$ by $4\pi r_e$ leads to
\begin{equation}
\delta=\frac{r_e\lambda^2\rho}{2\pi}.
\label{delta}
\end{equation}
For the film,
\begin{equation}
\delta=\frac{(2.8179\times10^{-5})(1.5406)^2(0.40)}{2\pi}
=4.258\times10^{-6}.
\end{equation}
The index is slightly below one. For these x rays vacuum is the optically denser medium, which is why total reflection occurs on the outside of the film.

\subsection*{2. Critical angle and reflectivity}

Let $k=2\pi/\lambda$. The phases of the waves must match at every point of the flat surface, so the wave-vector component along the surface, $k\cos\theta$, is the same on both sides. The total wave number in the film is $nk$. The vertical components in vacuum and film are therefore
\begin{equation}
q_0=k\sin\theta,\qquad q=k\sqrt{n^2-\cos^2\theta}.
\end{equation}
Take the electric field parallel to the surface. The field and its vertical derivative are continuous there. For an incident wave of amplitude one, a reflected amplitude $r$ and a transmitted amplitude $t$, this means
\begin{equation}
1+r=t,\qquad q_0(1-r)=qt .
\end{equation}
Inserting the first relation in the second gives $q_0-q_0r=q+qr$, hence
\begin{equation}
r=\frac{q_0-q}{q_0+q}.
\end{equation}
If $\cos\theta>n$, then $q$ is imaginary. Numerator and denominator are complex conjugates, and the reflectivity $R=|r|^2$ equals one. Total reflection ends at
\begin{equation}
\cos\theta_c=n=1-\delta .
\end{equation}
For a small angle $\cos\theta_c\approx1-\theta_c^2/2$, so $\theta_c^2/2=\delta$ and
\begin{equation}
\theta_c=\sqrt{2\delta}=\lambda\sqrt{\frac{r_e\rho}{\pi}} .
\label{angle}
\end{equation}
The numbers give
\begin{equation}
\theta_c=\sqrt{2(4.258\times10^{-6})}
=2.918\times10^{-3}\ \text{rad}=0.167\ \text{degrees}.
\end{equation}
The next term of the cosine, $\theta_c^4/24$, changes the angle by the relative amount $\delta/12$, or about $6\times10^{-8}$ degrees. The small-angle step is harmless.

Far above the critical angle, but still at small angles, $q$ approaches $q_0$. Multiplying numerator and denominator of $r$ by $q_0+q$, and using $q_0^2-q^2=k^2(1-n^2)\approx2\delta k^2=k^2\theta_c^2$, gives
\begin{equation}
r=\frac{q_0^2-q^2}{(q_0+q)^2}\approx\frac{k^2\theta_c^2}{4k^2\theta^2},
\qquad
R\approx\left(\frac{\theta_c}{2\theta}\right)^4 .
\end{equation}
This steep decay holds for a thick film with a sharp, flat surface.

\subsection*{3. From the angle to the density}

Squaring equation (\ref{angle}) and solving for the density,
\begin{equation}
\rho=\frac{\pi\theta_c^2}{r_e\lambda^2}.
\end{equation}
Here $\theta_c$ is in radians. Since $\rho$ is proportional to $\theta_c^2$, a small error obeys
\begin{equation}
\frac{\Delta\rho}{\rho}\approx2\,\frac{\Delta\theta_c}{\theta_c}
=2\,\frac{0.002}{0.1672}=0.024 .
\end{equation}
An angular error of $0.002$ degrees thus changes the density by $2.4$ percent of its value.

\subsection*{4. Porosity}

An SiO$_2$ unit has $14+2\times8=30$ electrons, and its molar mass is $60.08$ g/mol. One cubic centimetre contains $10^{24}$ cubic angstroms, so the electron density of the walls is
\begin{equation}
\rho_w=\frac{2.2\times30}{60.08}\,N_A\times10^{-24}
=0.662\ \text{per cubic angstrom},
\end{equation}
where $N_A$ is the Avogadro constant in mol$^{-1}$. Empty pores contribute no electrons. The walls fill the fraction $1-P$ of the volume, and therefore
\begin{equation}
\rho=(1-P)\rho_w,\qquad
P=1-\frac{\rho}{\rho_w}=1-\frac{0.40}{0.6616}=0.395 .
\end{equation}
Since the wall density is known only roughly, the porosity is about $0.4$; the third digit is kept only for the comparisons below. The mass density of the film is $(1-0.395)\times2.2=1.33$ g/cm$^3$.

The critical angle supplies $\rho$; the wall density must come from elsewhere. If the walls are in fact 5 percent denser, the same angle gives $P=1-0.40/(1.05\times0.6616)=0.424$. If instead the angle is read $0.002$ degrees too high, the porosity comes out as $0.381$. Because the angle depends on the mean density, it does not distinguish open pores from closed ones, or many small pores from fewer larger ones, as long as the averaging examined next is valid.

\subsection*{5. When the mean density is enough}

Replace the film by a thick periodic stack of wall and void layers with period $d$. The walls have thickness $(1-P)d$ and the voids $Pd$. In each layer the field $u(z)$ obeys $u''+q^2u=0$, with
\begin{equation}
q_v^2=k^2\sin^2\theta,\qquad
q_w^2\approx k^2(\sin^2\theta-2\delta_w),
\end{equation}
where $\delta_w$ is equation (\ref{delta}) evaluated for the wall density. A layer of thickness $h$ carries the pair $(u,u')$ from one face to the other by the matrix
\begin{equation}
\begin{pmatrix}\cos qh & q^{-1}\sin qh\\ -q\sin qh & \cos qh\end{pmatrix}.
\end{equation}
Let $M$ be the product of the wall and void matrices. Its determinant is one. A wave that gains only a phase $Kd$ per period has the eigenvalues $e^{\pm iKd}$, so half the trace of $M$ is $\cos Kd$. With $a=q_w(1-P)d$ and $b=q_vPd$, multiplication gives
\begin{equation}
\cos Kd=\cos a\cos b-\frac12\left(\frac{q_w}{q_v}+\frac{q_v}{q_w}\right)\sin a\sin b .
\label{bloch}
\end{equation}
For thin layers, keep terms up to $d^2$. The cosines give $1-a^2/2-b^2/2$, and the sines become $ab=q_wq_vP(1-P)d^2$:
\begin{align}
\cos Kd&\approx1-\frac{d^2}{2}\left[q_w^2(1-P)^2+q_v^2P^2+(q_w^2+q_v^2)P(1-P)\right]\\
&=1-\frac{d^2}{2}\left[(1-P)q_w^2+Pq_v^2\right].
\end{align}
The second line follows from $(1-P)^2+P(1-P)=1-P$ and $P^2+P(1-P)=P$. Propagation begins when the last bracket vanishes:
\begin{equation}
\sin^2\theta=2(1-P)\delta_w=2\delta .
\end{equation}
This is the critical angle of the mean density.

For layers of finite thickness, the edge was found by solving equation (\ref{bloch}) numerically for $\cos Kd=1$, with $P=0.395$ held fixed. A period of $5$ nm, with voids about $2$ nm thick, gives $0.1668$ degrees, close to the mean-density value of $0.1672$. A period of $50$ nm gives $0.129$ degrees, and the mean density then fails badly. At this period the first propagating band is narrow, from $0.129$ to about $0.133$ degrees, and is followed by a gap up to about $0.217$ degrees in which the stack again reflects totally. The main fall of the reflectivity then lies near the critical angle of the walls, $0.215$ degrees, above the mean-density value. The relevant length is $\lambda/\theta_c=52.8$ nm, the vertical wavelength in vacuum at the critical angle.

The direction of the shift also has a reason. The edge is the lowest periodic eigenvalue $k^2\sin^2\theta$ of $-u''+2k^2\delta(z)u$, where $\delta(z)$ is $\delta_w$ in walls and zero in voids. A constant trial function gives the mean value $2k^2\delta$, and by the variational principle the true lowest eigenvalue cannot lie higher. The wave lowers it by concentrating in the voids. Real pores are disordered in three dimensions, and a grazing wave also averages over the density variations along its path, which layers do not have. The layer model shows how averaging works and how it can fail, but its shifts should not be carried over to such pores.

\subsection*{6. The film on silicon}

Equations (\ref{delta}) and (\ref{angle}) give silicon a critical angle of $0.221$ degrees, higher than that of the film. At $0.19$ degrees the wave propagates in the film but decays in the silicon. If nothing absorbs, no energy can leave through the substrate, and all of it must return: $R=1$. When neither film nor substrate absorbs, the film therefore shows no loss of reflectivity at its own critical angle. Absorption in the silicon alone, with the value given below, produces only moderate dips, down to about $0.87$ between $\theta_c$ and $0.175$ degrees.

Absorption restores the edge. Let $n=1-\delta+i\beta$. The intensity along a ray decays as $e^{-2k\beta s}$ with path length $s$, so the absorption coefficient is $\mu=2k\beta$ and $\beta=\mu\lambda/(4\pi)$. Rough values are $\mu=50$ cm$^{-1}$ for the film and $150$ cm$^{-1}$ for silicon. For the film this means $\beta=6.1\times10^{-8}$, much smaller than $\delta$. Its effect is nevertheless large, because a ray at the small inside angle $\theta'$ travels $2t/\sin\theta'$ through a film of thickness $t$ before it returns to the surface.

Solving the continuity conditions at both interfaces numerically gives a reflectivity of $0.26$ at $0.19$ degrees. This is near the top of an interference fringe: waves returned by the two faces of the film interfere, and between $0.186$ and $0.194$ degrees the reflectivity varies from about $0.02$ to $0.27$. In a scan from $0.155$ to $0.171$ degrees in steps of $0.0001$, the steepest fall lies at $0.1676$ degrees. The edge can be seen, and for this film the steepest point of that scan lies within $0.001$ degrees of $\theta_c$. This agreement depends on enough absorption and on a linear scale for $R$. With $\mu=40$ cm$^{-1}$ in the film, or on a logarithmic scale, the steepest point of the same scan moves to $0.170$ degrees, and for a $300$ nm film it lies at $0.169$ degrees. The scan is kept close to the edge because the fringes at larger angles have still steeper flanks, which must not be mistaken for it. These values hold for a perfectly parallel beam; an angular spread smooths the fringes and can shift the steepest point of the edge further from $\theta_c$.

\subsection*{Comparison with real films}

Porous silica with nanometre pores is a real low-k material. If the walls are instead an organosilicate with a lower electron density than silica, the same angle implies a lower porosity. Bound electrons add a correction of roughly $0.35$ electrons per SiO$_2$ unit to the response, which raises the angle by about $0.001$ degrees. Moisture can matter more. If water, with $0.334$ electrons per cubic angstrom, fills one tenth of the pore volume, the mean density rises by $0.10\times0.395\times0.334=0.013$ per cubic angstrom. The angle rises by $0.0027$ degrees, and the film, if taken for dry, appears to have a porosity of $0.375$ instead of $0.395$. A porosity measurement of this kind therefore needs a dry film as well as a known wall density.

Numerical values quoted here were computed with a short program.
